# Linear magnetic induction of a quadrupole moment in the Dirac 1s state

## Result and conditions

One electron is bound to a point nucleus of charge $Z$ without spin, in a weak uniform magnetic field $B$ along $z$. In the 1s state with angular momentum projection $\mu=\pm\frac12$, its electric quadrupole moment $Q_{zz}=-\langle 3z^2-r^2\rangle$ is

$$Q_{zz}=2\mu\,K\,\frac{B}{c^2Z^2}+O(B^2),\qquad K\to\frac{23}{60}\ \text{ for } a=\frac Zc\to0. \tag{1}$$

Atomic units are used, with electron charge $-1$ and vector potential $\mathbf A=\frac12\mathbf B\times\mathbf r$ coupled as $\mathbf p+\mathbf A$. The limit $c\to\infty$ is taken at fixed $B$ in this convention.

The reason in brief: the part of the Schrödinger-Pauli Hamiltonian linear in the field, $\frac B2(L_z+2S_z)$, multiplies 1s by a number and cannot deform it. Deformation linear in $B$ needs spin-orbit coupling, in which the momentum is $\mathbf p+\mathbf A$, and this coupling is of order $1/c^2$.

At $B=0$ there is no quadrupole moment, because a rank-2 operator has no expectation value in a $j=\frac12$ state. With the field on, spin and $\mathbf B$ both change sign under time reversal, so their product may appear in the time-even quantity $Q_{zz}$. The factor $2\mu$ expresses this. The linear term therefore cancels in a closed 1s² shell of independent electrons and in an equal mixture of the two spin states.

## What the field does to the angular part

The Hamiltonian without rest energy is $H_0+H'$, with $V=-Z/r$ and

$$H_0=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V,\qquad H'=c\,\boldsymbol\alpha\cdot\mathbf A=\frac{cB}{2}(\mathbf r\times\boldsymbol\alpha)_z .$$

Let $\eta$ be the spin-up or spin-down spinor divided by $\sqrt{4\pi}$, and $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$. The 1s state is $\psi_0=\frac1r(P\eta,\,-iQ\sigma_r\eta)$, where $Q(r)$ without indices is the lower radial function.

Write $k=(\hat{\mathbf r}\times\boldsymbol\sigma)_z$. The product rule of the Pauli matrices gives $\sigma_r\sigma_z=\cos\theta-ik$ and $\sigma_z\sigma_r=\cos\theta+ik$. Since $\sigma_r^2=1$,

$$k\sigma_r=i(\cos\theta\,\sigma_r-\sigma_z)=iX,\qquad k=i\sigma_r(\sigma_z-\cos\theta\,\sigma_r)=-i\sigma_rX,$$

with $X=\cos\theta\,\sigma_r-\sigma_z$. As $\boldsymbol\alpha$ exchanges upper and lower components,

$$H'\psi_0=\frac{cBr}{2}\,\frac1r\,(QX\eta,\,-iP\sigma_rX\eta). \tag{2}$$

Now separate the angular average of $\hat r_z\hat r_j$:

$$X=T-\tfrac23\sigma_z,\qquad T=\sum_j t_j\sigma_j,\quad t_j=\hat r_z\hat r_j-\tfrac13\delta_{zj}.$$

The term $-\frac23\sigma_z$ leaves the state in the $s_{1/2}$ channel. It shifts the energy but gives no quadrupole moment, again because $j=\frac12$.

The functions $t_j$ have $l=2$. As $T$ is a component of a vector operator, it takes $j=\frac12$ to $\frac12$ or $\frac32$, and with $l=2$ this leaves $d_{3/2}$. Two averages are needed. First, $T^2=\sum_jt_j^2=\frac13\cos^2\theta+\frac19$, so $T\eta$ has squared norm $\frac29$. Second, $\sigma_x$ and $\sigma_y$ have no expectation value in $\eta$, so

$$\langle\eta|(3\cos^2\theta-1)T|\eta\rangle=2\mu\cdot3\left\langle(\cos^2\theta-\tfrac13)^2\right\rangle=2\mu\cdot3\left(\tfrac15-\tfrac19\right)=\tfrac{4}{15}\,2\mu. \tag{3}$$

The lower components have the same overlap, because $\sigma_r^2=1$.

## The radial equations

Use $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$, and let $\boldsymbol\sigma\cdot\mathbf L\,\chi=-(\kappa+1)\chi$. Then $\sigma_r\chi$ belongs to $-\kappa$. Acting with $H_0$ on $\frac1r(F\chi,-iG\sigma_r\chi)$ gives a state of the same form with radial functions

$$VF-c\left(G'-\frac{\kappa}{r}G\right),\qquad c\left(F'+\frac{\kappa}{r}F\right)+(V-2c^2)G. \tag{4}$$

For 1s, $\boldsymbol\sigma\cdot\mathbf L=0$ and $\kappa=-1$. Insert $P\propto r^\gamma e^{-Zr}$ and $Q=-bP$, so that $P'=(\gamma/r-Z)P$. Comparing powers of $r$ gives

$$\gamma=\sqrt{1-a^2},\quad b=\frac{a}{1+\gamma},\quad E=-\frac{Z^2}{1+\gamma},\quad 2c^2+E=c^2(1+\gamma).$$

For $d_{3/2}$, $\boldsymbol\sigma\cdot\mathbf L=\frac{15}{4}-6-\frac34=-3$, so $\kappa=2$. Write the first-order admixture as $\psi_1=\frac Br(pT\eta,\,-iq\sigma_rT\eta)$. From $(H_0-E)\psi_1=-H'\psi_0$, with (2) and (4),

$$(V-E)p-c\left(q'-\frac2rq\right)=-\frac{cr}{2}Q,\qquad c\left(p'+\frac2rp\right)+(V-2c^2-E)q=-\frac{cr}{2}P. \tag{5}$$

The cross term $2\langle\psi_0|3z^2-r^2|\psi_1\rangle$ and (3) then give

$$Q_{zz}=-\tfrac{8}{15}\,2\mu\,B\,R,\qquad R=\int_0^\infty r^2(Pp+Qq)\,dr. \tag{6}$$

## Why the upper source nearly cancels

Neither source in (5) vanishes at large $c$; the second even grows. Their joint effect on $p$ appears when $q$ is eliminated. With $M=c^2(1+\gamma)+Z/r$, the second equation gives

$$q=\frac cM\left(p'+\frac2rp+\frac r2P\right). \tag{7}$$

Insert this in the first equation and move the terms with $P$ to the right. The equation for $p$ becomes

$$(V-E)p-c^2\left(\frac{d}{dr}-\frac2r\right)\frac{p'+2p/r}{M}=S,\qquad S=\frac{cb}{2}rP+\frac{c^2}{2}\left(\frac{d}{dr}-\frac2r\right)\frac{rP}{M}.$$

Here $cb=Z/(1+\gamma)$, $(rP)'-2P=(\gamma-1-Zr)P$ and $(1/M)'=Z/(r^2M^2)$. Define the length $\delta=Z/[c^2(1+\gamma)]$, so that $c^2/M=r/[(1+\gamma)(r+\delta)]$. Then

$$S=\frac{P}{2(1+\gamma)}\left[Zr+\frac{(\gamma-1-Zr)r}{r+\delta}+\frac{\delta r}{(r+\delta)^2}\right].$$

Because $1-\gamma=a^2/(1+\gamma)=Z\delta$, the first two terms add to $[Zr(r+\delta)-Z\delta r-Zr^2]/(r+\delta)=0$. What remains is

$$S=\frac{\delta\,r\,P}{2(1+\gamma)(r+\delta)^2}\;\longrightarrow\;\frac{Z}{8c^2r}P\quad(c\to\infty). \tag{8}$$

The remainder comes from the derivative of $1/M$, that is, from the variation of the nuclear potential. It can be recognized. The spin-orbit operator is $\frac{1}{4c^2}\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$. Replacing $\mathbf p$ by $\mathbf A$ in it, with $\nabla V=Z\mathbf r/r^3$, gives

$$\frac{Z}{8c^2r^3}\,\boldsymbol\sigma\cdot[\mathbf r\times(\mathbf B\times\mathbf r)]=\frac{ZB}{8c^2r}(\sigma_z-\cos\theta\,\sigma_r)=-\frac{ZB}{8c^2r}X.$$

Its $T$ part, with the minus sign of $-H'\psi_0$, is the limit in (8).

## First contribution: the upper components

At leading order $M\to2c^2$, and $(\frac{d}{dr}-\frac2r)(p'+\frac2rp)=p''-6p/r^2$. So $(h_2-E)p=S$, where $h_2=-\frac12\frac{d^2}{dr^2}+\frac3{r^2}-\frac Zr$, $E=-Z^2/2$ and $P=Nre^{-Zr}$ with $N^2=4Z^3$.

Only $\int r^2Pp\,dr$ is needed. Let $u$ solve $(h_2-E)u=r^2P$. As $h_2$ is symmetric, $\int r^2Pp\,dr=\int uS\,dr$. Direct differentiation gives

$$(h_2-E)r^ke^{-Zr}=\left[\left(3-\tfrac{k(k-1)}2\right)r^{k-2}+Z(k-1)r^{k-1}\right]e^{-Zr}.$$

For $k=4$ the bracket is $-3r^2+3Zr^3$, and for $k=3$ it is $2Zr^2$. Hence

$$u=Ne^{-Zr}\left(\frac{r^4}{3Z}+\frac{r^3}{2Z^2}\right), \tag{9}$$

$$\int uS\,dr=\frac{ZN^2}{8c^2}\left[\frac{4!}{3Z(2Z)^5}+\frac{3!}{2Z^2(2Z)^4}\right]=\frac{Z^4}{2c^2}\cdot\frac{7}{16Z^6}=\frac{7}{32}\,\frac1{c^2Z^2}.$$

## Second contribution: the lower components

In (7), $p$ is of order $1/c^2$, so at leading order $q=rP/(4c)$. Also $Q=-ZP/(2c)$. With $\langle r^3\rangle=4Z^3\,5!/(2Z)^6=15/(2Z^3)$,

$$\int r^2Qq\,dr=-\frac{Z}{8c^2}\langle r^3\rangle=-\frac{15}{16}\,\frac{1}{c^2Z^2}.$$

This is also spin-orbit coupling, now in the potential that probes the moment. For $\varphi=3z^2-r^2$, the gradient is $(-2x,-2y,4z)$, and the $z$ component of $\nabla\varphi\times\mathbf A$ is $-B(x^2+y^2)$. The expectation value of $\frac1{4c^2}\boldsymbol\sigma\cdot(\nabla\varphi\times\mathbf A)$ is therefore $-2\mu\frac{B}{4c^2}\cdot\frac23\langle r^2\rangle=-2\mu\frac{B}{2c^2Z^2}$, since $\langle r^2\rangle=3/Z^2$. The lower components give the same: $2B\cdot\frac4{15}2\mu\cdot(-\frac{15}{16})/(c^2Z^2)$.

The two contributions have opposite signs, and the lower one is larger in size by a factor of $30/7$. Their sum is $c^2Z^2R\to\frac{7-30}{32}=-\frac{23}{32}$, and (6) gives $K\to\frac{8}{15}\cdot\frac{23}{32}=\frac{23}{60}$.

## The same sum, divided by sign of energy

The admixture is also a sum over eigenstates of $H_0$ with $\kappa=2$. For a negative-energy state $E_n\approx-2c^2$, and the first function in (4) gives $F\approx\frac1{2c}(G'-\frac2rG)$. The energy denominator $E_n-E\approx-2c^2$ turns the dominant source $\frac{cr}2P$ into

$$q_-=\frac{rP}{4c},\qquad p_-=\frac{1}{8c^2}\left(\frac d{dr}-\frac2r\right)(rP)=-\frac{Z}{8c^2}rP.$$

Each gives $-\frac{15}{16}$ in units of $1/(c^2Z^2)$, together $-\frac{15}8$. The positive-energy states supply the rest, $-\frac{23}{32}+\frac{60}{32}=\frac{37}{32}$. In $K$ these parts are $+1$ and $-\frac{37}{60}$. At large $c$, a sum over bound and continuum $d_{3/2}$ states of positive energy alone would thus give the wrong sign. "Admixture of $d_{3/2}$" has to mean the whole $\kappa=2$ channel.

## How weak the field must be

The quadratic term survives as $c\to\infty$. The diamagnetic operator is $\frac{B^2}8r^2\sin^2\theta=\frac{B^2}{12}r^2(1-P_2)$, with $P_2=\frac12(3\cos^2\theta-1)$. Its $P_2$ part induces the admixture $\frac{B^2}{12}\frac urP_2\eta$, with $u$ from (9). As $3z^2-r^2=2r^2P_2$ and $\langle P_2^2\rangle=\frac15$,

$$\langle3z^2-r^2\rangle=\frac{B^2}{15}\int r^2Pu\,dr=\frac{B^2}{15}\,4Z^3\left[\frac{7!}{3Z(2Z)^8}+\frac{6!}{2Z^2(2Z)^7}\right]=\frac{5B^2}{2Z^6}.$$

So $Q_{zz}$ contains $-\frac52B^2/Z^6$ for both spins: the field squeezes the electron cloud toward the $z$ axis. At leading order the linear and quadratic terms have equal size at $B=\frac{23}{150}Z^4/c^2$. For hydrogen without nuclear spin this is $\mu_BB=1.11\times10^{-4}$ eV, or 1.92 T, where $\mu_B$ is the Bohr magneton. There the terms cancel for $\mu=+\frac12$ and add for $\mu=-\frac12$. For a spinless nucleus the linear law holds well below this field. Real hydrogen isotopes all have nuclear spin: in ¹H the dipolar coupling of electron and proton spins also mixes $d$ character into 1s at order $1/c^2$, independent of $B$. In the states of definite spin projections it gives $|Q_{zz}|\approx2.7\times10^{-8}$ atomic units, about 160 times the linear term at 1.92 T.

## Hydrogenlike lead

For Pb⁸¹⁺, $a=0.598$ and the leading order no longer suffices. The radial Dirac Hamiltonian for $\kappa=2$ was diagonalized in a basis built from 30 Laguerre functions with dual kinetic balance, which ties upper and lower components together for both signs of energy. $R$ follows from the sum over its eigenstates. The model leaves out nuclear size, recoil and QED, so the last digits below serve to check the calculation, not to predict a measurement; it applies to a spinless isotope such as ²⁰⁸Pb. Nuclear size alone (Gaussian charge, rms radius 5.50 fm) raises $K$ and $Q_{zz}$ by about 0.13%.

The field is set by $\mu_BB=0.001$ eV, or 17.3 T. Since $\mu_B=\frac12$ in atomic units, $B$ is 0.002 eV divided by the atomic unit of energy. The 1s energy, $-101581.3$ eV, equals $-Z^2/(1+\gamma)$ units with $\gamma=0.80121$. The unit is therefore $101581.3\times1.80121/82^2=27.211$ eV, and $B=7.350\times10^{-5}$. With the computed $K=0.2943$,

$$Q_{zz}=\frac{K a^2B}{Z^4}=\frac{0.2943\times0.3581\times7.350\times10^{-5}}{4.521\times10^{7}}=1.713\times10^{-13}$$

in atomic units for $\mu=+\frac12$, or $4.797\times10^{-14}$ e Å². For $\mu=-\frac12$, the lower Zeeman level, the sign is reversed. The nonrelativistic estimate of the quadratic term is $-1.2\times10^{-20}$ e Å²; at $a=0.598$ it gives only the order of magnitude, the Dirac value being about $-0.7\times10^{-20}$ e Å². Either way this field is deep in the linear regime.

The contributions to $Q_{zz}$ for $\mu=+\frac12$, in $10^{-14}$ e Å², are:

- upper components $-1.28$, lower components $+6.08$;
- positive-energy states $-5.50$, negative-energy states $+10.29$.

Each pair adds to 4.80 within rounding. The signs and the order of weight are those of the leading-order analysis. The amplitude of the $\kappa=2$ admixture (the $s_{1/2}$ admixture, which carries no quadrupole moment, is not counted) is $1.15\times10^{-9}$, and 99.4% of its squared norm lies in the lower component, which has $p_{3/2}$ character. This fits the orders found above, $q\sim1/c$ against $p\sim1/c^2$.

$K$ is 23% below $23/60=0.3833$, relative to that value. Multiplying $c$ by a factor at the same $Z$ and $B$ shows the approach to the limit:

| factor | $Q_{zz}$ (e Å²) | $K$ |
|---|---|---|
| 1 | $4.797\times10^{-14}$ | 0.29427 |
| 2 | $1.474\times10^{-14}$ | 0.36167 |
| 4 | $3.850\times10^{-15}$ | 0.37795 |
| 8 | $9.729\times10^{-16}$ | 0.38199 |
| 32 | $6.101\times10^{-17}$ | 0.38325 |

The first doubling lowers $Q_{zz}$ by a factor of 3.25, since $K$ still rises; from 4 to 8 the factor is 3.96, close to the 4 of a pure $1/c^2$ law. The distance of $K$ from $23/60$ falls about fourfold per doubling, as a correction of relative order $a^2$ does. The moment thus vanishes because of its prefactor $1/c^2$, while $K$ tends to a finite number.
